# Velocity, not momentum, matrix elements with nonlocal pseudopotentials

Put a free sodium atom in a weak field oscillating at a photon energy of 0.2 eV, far below its first transition. Its one valence electron should follow the field almost as in a static one, where the one-electron model used below gives a polarizability of $28.8\times10^{-3}$ nm³. If the response is computed as the current driven by a vector potential, with a nonlocal pseudopotential and the matrix elements of $\mathbf p$, the answer is $-16.2\times10^{-3}$ nm³: the sign itself is wrong. With the same orbitals and energies, the matrix elements of the velocity, together with the quadratic coupling that belongs to them, give $29.1\times10^{-3}$ nm³. The difference comes from the commutator of the potential with position, which the momentum leaves out.

## The counter-example: one electron outside a sodium core

Hartree atomic units are used in the derivations, with electron charge $-1$; results are given in eV and nm. There is no magnetic field, and the motion is nonrelativistic. The valence electron has

$$H=\frac{p^2}{2}+V,\qquad V=\sum_l V_l(r)\,\hat P_l ,$$

where $\hat P_l$ projects on angular momentum $l$. The core is represented by the LANL2DZ effective core potential, for which $V_s\neq V_p$ near the nucleus. With a single valence electron there is no electron-electron term to obscure the comparison.

Take the ground state $|s\rangle$ (3s) and a state $|p_z\rangle$, with real wavefunctions and $\omega=E_p-E_s$. Since both are eigenstates,

$$\langle p_z|[H,z]|s\rangle=\langle p_z|Hz-zH|s\rangle=\omega Z,\qquad Z=\langle p_z|z|s\rangle .$$

The same commutator can be evaluated term by term. For the kinetic energy, the product rule gives $\partial_z^2(z\psi)=2\partial_z\psi+z\,\partial_z^2\psi$, so $[p^2/2,z]=-\partial_z$. For the potential, $z|s\rangle$ is a p-wave and feels $V_p$, while $|s\rangle$ itself feels $V_s$:

$$\langle p_z|Vz-zV|s\rangle=\langle p_z|(V_p-V_s)\,z|s\rangle .$$

Therefore

$$\omega Z=P+C,\qquad P=-\langle p_z|\partial_z|s\rangle,\qquad C=\frac1{\sqrt3}\int_0^\infty u_p\,r\,(V_p-V_s)\,u_s\,dr .$$

Here $u=rR(r)$, and $1/\sqrt3$ is the angular integral of $\cos\theta$ between the normalized s and $p_z$ harmonics. As $p_z=-i\partial_z$, the momentum element is $iP$. It would equal $i\omega Z$ if $C$ vanished.

For light polarized along $z$, the oscillator strength is $f=2\omega Z^2=2(P+C)^2/\omega$. Using the momentum alone replaces it by $\tilde f=2P^2/\omega$. The computed amplitudes, multiplied by $\hbar$ so that their unit is eV nm, are:

| Transition | $\omega$ (eV) | $\omega Z$ | $P$ | $C$ |
|---|---|---|---|---|
| 3s→3p | 1.948 | 0.2712 | 0.2655 | 0.0057 |
| 3s→4p | 3.551 | 0.0421 | 0.0387 | 0.0033 |

The three amplitudes come from different integrals: $Z$ and $P$ from a Gaussian basis, $C$ from radial quadrature of the potential difference. Their agreement with $\omega Z=P+C$ is thus a test of the identity.

For the first line, with 27.211 eV per hartree and 0.052918 nm per bohr,

$$f=2\left(\frac{1.9483}{27.211}\right)\left(\frac{0.13920}{0.052918}\right)^2=0.991 .$$

The momentum gives $0.991\,(0.2655/0.2712)^2=0.950$, which is 4.1% too low relative to the full strength. For 3s→4p the strength falls from 0.0131 to 0.0111, an error of 15%. The commutator part is smaller there in absolute terms, by a factor 1.7, but the full amplitude is smaller by a factor 6.4. A weak line can therefore be damaged much more than a strong one.

Which value is closer to an atom whose core is treated explicitly? An all-electron Hartree–Fock calculation with the core frozen as in Na⁺ gives length-form strengths of 0.988 and 0.0127. The full pseudopotential values lie 0.3% and 3% above these; the momentum values lie 4% and 12% below. The reference leaves out correlation and relativity, but it shares no pseudopotential with the example. Its Fock operator is itself nonlocal through exchange with the core, and its momentum-form strengths, 0.967 and 0.0117, also fall below its length-form ones; the comparison is between position elements.

## The general statement and its proof

**Statement.** For $H=p^2/2+V$, with any Hermitian $V$ that does not depend on time, the velocity operator is

$$\mathbf v=i[H,\mathbf r]=\mathbf p+i[V,\mathbf r],$$

and between bound eigenstates $\langle f|\mathbf v|i\rangle=i(E_f-E_i)\langle f|\mathbf r|i\rangle$. The momentum has the same matrix elements as the velocity for every pair of states if and only if $[V,\mathbf r]=0$.

**Proof.** The velocity is the rate of change of position. From $i\,\partial_t\psi=H\psi$,

$$\frac{d}{dt}\langle\psi|\mathbf r|\psi\rangle=i\langle\psi|H\mathbf r-\mathbf rH|\psi\rangle ,$$

which identifies $\mathbf v=i[H,\mathbf r]$. The kinetic part is $i(-\nabla)=\mathbf p$, by the product rule used above. Taking $i[H,\mathbf r]$ between eigenstates gives the energy difference. Finally, $\mathbf v-\mathbf p=i[V,\mathbf r]$, and an operator whose elements vanish between all members of a complete set is zero. ∎

In the position representation the extra term has the kernel

$$\langle\mathbf r|i[V,\mathbf r]|\mathbf r'\rangle=i\,V(\mathbf r,\mathbf r')(\mathbf r'-\mathbf r).$$

It vanishes for a local potential, whose kernel is $V(\mathbf r)\delta(\mathbf r-\mathbf r')$. For a nonlocal one it does not: the potential takes amplitude at $\mathbf r'$ and returns it at $\mathbf r$, and this transfer contributes to the motion of the electron. A particular element of the correction may still vanish, by symmetry or by cancellation, so one agreeing transition does not establish that $\mathbf p$ may be used.

## Gauge consistency

A constant vector potential $A$ along $z$ produces no electric or magnetic field, and so cannot change the energies of an atom. For charge $-1$ the kinetic momentum is $p_z+A$, and the Hamiltonian that respects this requirement is

$$H_A=e^{-iAz}He^{iAz},$$

because $e^{-iAz}p_ze^{iAz}=p_z+A$ and a unitary transformation preserves eigenvalues. The nonlocal potential is transformed too: its kernel acquires the phase $e^{-iA(z-z')}$. Expanding both exponentials to second order gives

$$H_A=H+A\,v_z+\frac{A^2}{2}[z,[H,z]]+O(A^3).$$

Since $[z,-\partial_z]=1$, the double commutator is $1+[z,[V,z]]$. Its potential part is $2zVz-z^2V-Vz^2$. In an s state, $V$ acts as $V_p$ in the first term and as $V_s$ in the other two. The angular average of $z^2$ is $r^2/3$, so

$$D\equiv\langle s|[z,[V,z]]|s\rangle=\frac23\int_0^\infty u_s^2\,r^2\,(V_p-V_s)\,dr .$$

The second-order energy has a direct part and a part from virtual transitions to all p states $n$, with energies $\omega_n$ above the ground state:

$$\Delta E=\frac{A^2}{2}(1+D)-A^2\sum_n\frac{(P_n+C_n)^2}{\omega_n}
=\frac{A^2}{2}\Big(1+D-\sum_n f_n\Big).$$

This is zero. Inserting the complete set of p states into the double commutator of the full $H$ gives

$$1+D=\langle s|2zHz-z^2H-Hz^2|s\rangle=2\sum_n(E_n-E_s)Z_n^2=\sum_n f_n .$$

For sodium $D=0.0185$, and the strengths sum to 1.0185. A sum above one is thus required by this nonlocal Hamiltonian and is no sign of a faulty basis.

If $A$ is inserted in the kinetic energy alone, $P_n$ replaces $P_n+C_n$ and $D$ is absent. What remains is a false energy $(A^2/2)\,\delta$, with $\delta=1-\sum_n\tilde f_n$. To evaluate it, write $P_n=\omega_nZ_n-C_n$:

$$\sum_n\tilde f_n=\sum_n\left(2\omega_nZ_n^2-4Z_nC_n+\frac{2C_n^2}{\omega_n}\right).$$

The first sum is $1+D$. By completeness, $\sum_nZ_nC_n=\langle s|z^2(V_p-V_s)|s\rangle=D/2$, so the second is $-2D$. Hence

$$\delta=D-\sum_n\frac{2C_n^2}{\omega_n}.$$

The momentum-only strengths sum to 0.9839, so $\delta=0.0161$. Direct diagonalization at $A=0.003$ atomic units gives $\Delta E/(A^2/2)=0.0161$ for the kinetic coupling alone. The full coupling, kept to second order, gives 0.00004. The diagonalization contains only s and p states. The d states, which the coupling reaches from the p states, first affect the energy at order $A^4$, so leaving them out gives a small residue proportional to $A^2$ after division by $A^2/2$.

Adding $C_n$ while omitting $D$ would not cure the fault: the false energy would then be $-(A^2/2)D$. The linear and quadratic couplings belong together.

## Why the low-frequency response fails

Let the perturbation be $Fz\cos\omega t$, where $\omega$ now denotes the photon energy. With the phase of the ground state removed, the first-order amplitude of state $n$ is $a_ne^{-i\omega t}+b_ne^{i\omega t}$, where the Schrödinger equation gives

$$a_n=-\frac{FZ_n}{2(\omega_n-\omega)},\qquad b_n=-\frac{FZ_n}{2(\omega_n+\omega)} .$$

The dipole is $-\langle z\rangle=-2\cos\omega t\sum_nZ_n(a_n+b_n)$. Dividing by $F\cos\omega t$ gives the polarizability

$$\alpha(\omega)=\sum_n\frac{f_n}{\omega_n^2-\omega^2}.$$

This holds away from resonances. Now use $\dfrac{1}{\omega_n^2-\omega^2}=\dfrac1{\omega^2}\left(\dfrac{\omega_n^2}{\omega_n^2-\omega^2}-1\right)$, $f_n=2(P_n+C_n)^2/\omega_n$ and the sum rule:

$$\alpha(\omega)=\frac1{\omega^2}\left[\sum_n\frac{2\omega_n(P_n+C_n)^2}{\omega_n^2-\omega^2}-(1+D)\right].$$

This velocity form is finite at low frequency because its bracket vanishes as $\omega^2$. Replacing $P_n+C_n$ by $P_n$ and $1+D$ by 1, and reversing the same algebra, gives

$$\tilde\alpha(\omega)=\sum_n\frac{\tilde f_n}{\omega_n^2-\omega^2}-\frac{\delta}{\omega^2}.$$

At 0.2 eV the last term is

$$\frac{0.0161}{(0.2/27.211)^2}\,(0.052918\ \text{nm})^3\approx44\times10^{-3}\ \text{nm}^3 .$$

It exceeds the whole true response, and so reverses the sign. At 1.0 eV it is 25 times smaller, $1.8\times10^{-3}$ nm³, and the momentum result is 35.6 against 39.0, in units of $10^{-3}$ nm³. Of this deficit of 3.4, the remaining 1.6 comes from the reduced strengths. A 4% error in the strongest line and a wrong sign in the infrared thus have the same origin.

## Crystals

For a Bloch state $\psi=e^{ikx}u$, the periodic part $u$ is an eigenfunction of $H(k)=e^{-ikx}He^{ikx}$. Differentiating both exponentials,

$$\frac{\partial H(k)}{\partial k}=e^{-ikx}\,i(Hx-xH)\,e^{ikx}=e^{-ikx}\,v\,e^{ikx}.$$

The velocity is therefore the $k$-derivative of the whole Hamiltonian. For normalized $u$, the changes of $u$ contribute $E\,\partial_k\langle u|u\rangle=0$ to the slope of $E=\langle u|H(k)|u\rangle$, so $\partial E/\partial k=\langle v\rangle$. For a separable potential of strength $\lambda$, whose projector has the Fourier amplitude $\beta$,

$$V_{GG'}(k)=\lambda\,\beta(k+G)\,\beta^*(k+G'),$$

and both factors must be differentiated. The momentum omits these derivatives.

A one-dimensional crystal with round parameters shows the effect. Its period is 0.5 nm; its local potential couples neighbouring plane waves by $-0.4$ eV; each cell has a Gaussian projector of width 0.08 nm and strength 3 eV. At $k=0.6\pi/a$, with $a$ the period, finite differences of the lower band give a slope of 0.0843 eV nm. The expectation value of $v$, with the commutator integrated in real space, gives the same number. The momentum gives 0.1614 eV nm, 91% too large.

Between the two lowest bands, 2.51 eV apart, the momentum element is 0.321 eV nm and the velocity element 0.293 eV nm. Absorption depends on the square and would be 20% too strong. For the two sodium lines above the momentum made the strengths too small, while for transitions of the same atom into the continuum above about 6 eV it makes them too large, so the sign of the error is not universal. These parameters describe no particular material, and the percentages do not carry over to one. The comparison itself does: with a fixed plane-wave basis, the slope of an isolated band must equal the diagonal velocity element.

## Quasiparticle shifts and excitons

A scissors correction raises all empty bands by $\Delta$ and leaves the states unchanged. It adds $\Delta\hat P_c(k)$ to $H(k)$, where $\hat P_c=1-\sum_v|u_v\rangle\langle u_v|$ projects on the empty bands. This operator is nonlocal, and it changes the velocity. For an empty state $c$ and a filled state $v$,

$$\langle u_c|\partial_k\hat P_c|u_v\rangle=-\langle u_c|\partial_ku_v\rangle ,$$

because $u_c$ is orthogonal to every filled state. Differentiating $Hu_v=E_vu_v$ and projecting on $u_c$ gives

$$v_{cv}+(E_c-E_v)\langle u_c|\partial_ku_v\rangle=0 .$$

With $\omega_{cv}=E_c-E_v$, the new velocity element is thus

$$v_{cv}^{\rm QP}=v_{cv}\left(1+\frac{\Delta}{\omega_{cv}}\right).$$

In the model crystal a shift of 1 eV gives $0.2934\,(1+1/2.513)=0.410$ eV nm, as does numerical differentiation of the shifted Hamiltonian. The position element, velocity over energy difference, is unchanged. Combining the old velocity with the new energy would multiply its square by $(2.513/3.513)^2=0.51$ and lose half the absorption.

In an exciton written as a superposition of electron–hole pairs with coefficients $A_{cvk}$, the optical amplitude is a sum of $A^*_{cvk}$ times position elements. Each is $v_{cv}/(i\omega_{cv})$, with velocity and energy difference taken from the same one-particle Hamiltonian. Errors in the elements enter before the sum is squared, so one overall factor cannot in general repair them.

## What consistency does not guarantee

The correct velocity makes the response faithful to the chosen Hamiltonian, not to nature. The measured first transition of sodium lies near 2.1 eV, against 1.95 eV here. The largest omission examined is polarization of the core by the valence electron. An electron at distance $r$ produces a field $1/r^2$ at the core and lowers its own energy by $\alpha_c/(2r^4)$; an applied field also polarizes the core, which reduces the effective dipole $z$ to $z(1-\alpha_c/r^3)$. A Hartree–Fock calculation for Na⁺ gives $\alpha_c=0.14\times10^{-3}$ nm³. With both terms switched off smoothly inside a chosen radius of 0.079 nm and the orbitals held fixed, the transition energy rises by about 0.10 eV and $f$ by about 3%. For $f$ this estimate has the wrong sign. The same attraction also contracts the orbitals and shortens $Z$; when they are allowed to relax, the energy still rises by about 0.1 eV, but $f$ falls by 2 to 3%. The static polarizability then drops from 28.8 to about 25, in units of $10^{-3}$ nm³. These are rough sizes, since they depend on that radius.

Spin–orbit coupling splits the 3p level by about 2 meV, estimated from the unscreened nuclear field and the frozen-core orbital. The figure is an upper bound for that orbital, not for the real atom.

Core polarization therefore changes the strong line by an amount comparable with the momentum error, and in the same direction: the relaxed strength, about 0.97, lies slightly nearer the momentum value 0.950 than the full value 0.991. Such agreement is a cancellation of errors and does not justify the momentum. The two differ in kind: the first is missing physics, which a better Hamiltonian can supply, while the second is a mismatch between the Hamiltonian and its own current, which a better pseudopotential does not remove as long as it is nonlocal. The numerical output below gives the values to more digits.

## Table of computed values

```
SODIUM ATOM, LANL2DZ core potential, one valence electron
3s level: -4.9159 eV
largest basis/radial-grid level difference: 0.012 meV
3s->3p transition energy: 1.9483 eV
3s->3p position element Z: 0.13920 nm
3s->3p omega*Z: 0.271204 eV nm
3s->3p momentum part P: 0.265521 eV nm
3s->3p commutator part C: 0.005682 eV nm
3s->3p f length, velocity, momentum: 0.99088, 0.99088, 0.94979 (no unit)
3s->3p momentum-only error in f: -4.15 %
3s->4p transition energy: 3.5514 eV
3s->4p position element Z: 0.01184 nm
3s->4p omega*Z: 0.042058 eV nm
3s->4p momentum part P: 0.038736 eV nm
3s->4p commutator part C: 0.003323 eV nm
3s->4p f length, velocity, momentum: 0.01307, 0.01307, 0.01109 (no unit)
3s->4p momentum-only error in f: -15.17 %
double-commutator term D: 0.01851 (no unit)
sum f length, velocity, momentum: 1.01851, 1.01851, 0.98392 (no unit)
energy shift/(A^2/2), full coupling: 0.000043 (no unit)
energy shift/(A^2/2), momentum only: 0.016120 (no unit)
static polarizability: 28.783 x 10^-3 nm^3
alpha at 0.2 eV, length/velocity/momentum: 29.089, 29.087, -16.242 x 10^-3 nm^3
alpha at 1.0 eV, length/velocity/momentum: 39.041, 39.040, 35.642 x 10^-3 nm^3
ALL-ELECTRON FROZEN-CORE HARTREE-FOCK REFERENCE
3s->3p energy: 1.9691 eV; f length: 0.98815
3s->4p energy: 3.5779 eV; f length: 0.01266
SIZE OF OMITTED EFFECTS, 3s->3p
computed Na+ core polarizability: 0.1400 x 10^-3 nm^3
chosen core cutoff radius: 0.0794 nm
core-polarization change in energy: 0.1022 eV
core-polarization change in f: 2.73 %
spin-orbit splitting, bare-nucleus bound: 1.998 meV
ONE-DIMENSIONAL CRYSTAL, round model parameters
period: 0.50 nm; projector width: 0.08 nm
local coefficient: -0.40 eV; projector: 3.00 eV
wavevector: 3.7699 nm^-1
direct energy difference: 2.5126 eV
lower-band slope: 0.084320 eV nm
lower-band full velocity: 0.084320 eV nm
lower-band momentum only: 0.161445 eV nm
interband |velocity|: 0.293435 eV nm
interband |momentum|: 0.321362 eV nm
scissors shift: 1.00 eV
shifted interband |velocity|: 0.410222 eV nm
```
